# Exchange on k-point meshes: Gygi-Baldereschi correction and Spencer-Alavi truncation

In an insulator the density matrix decays exponentially, so each electron's exchange charge is confined to a region around it whose size depends on the gap; in the model below it is a few bohr. A calculation on a finite k-point mesh describes something else: a crystal whose density matrix repeats with the period of a supercell. The Coulomb interaction then links the exchange charge to its periodic copies, and its long range makes this error large. In reciprocal space the same difficulty appears as a division by zero. Two repairs are built here on a mesh of eight k-points and then compared on larger meshes.

## The crystal and the eight-point sum

Hartree atomic units are used. The model is simple cubic, with $a=6$ bohr and potential $-V_0\sum_i\cos(2\pi x_i/a)$, $V_0=0.5$ hartree. Two electrons per cell fill the lowest band. Diagonalization in plane waves gives this band a width of 0.060 hartree and a gap of 0.436 hartree above it. The orbitals are kept fixed; only their exchange energy is studied.

An $n\times n\times n$ mesh containing $\Gamma$ has $N=n^3$ points and corresponds to a supercell of side $L=na$ and volume $V=L^3$. Write

$$\psi_{\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r),\qquad \int_{\rm cell}|u_{\mathbf k}|^2d^3r=1 .$$

With $\mathbf Q=\mathbf k'-\mathbf k+\mathbf G$, a pair density has the Fourier series

$$\psi_{\mathbf k}^*\psi_{\mathbf k'}=\frac1V\sum_{\mathbf G}F_{\mathbf k\mathbf k'}(\mathbf G)e^{i\mathbf Q\cdot\mathbf r},\qquad F_{\mathbf k\mathbf k'}(\mathbf G)=\int_{\rm cell}u_{\mathbf k}^*u_{\mathbf k'}e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Poisson's equation turns $e^{i\mathbf Q\cdot\mathbf r}$ into the potential $4\pi e^{i\mathbf Q\cdot\mathbf r}/Q^2$. The Coulomb self-energy integral of the pair density is therefore $V^{-1}\sum_{\mathbf G}4\pi|F|^2/Q^2$. The exchange prefactor $-1/2$ cancels against the two spins, and division by $N$ gives the energy per cell:

$$E=-\frac1N\sum_{\mathbf k\mathbf k'}\frac1V\sum_{\mathbf G}\frac{4\pi|F_{\mathbf k\mathbf k'}(\mathbf G)|^2}{Q^2}.$$

For fixed $\mathbf k$, the choices of $\mathbf k'$ and $\mathbf G$ produce each reciprocal vector $\mathbf Q$ of the supercell once. Let $P(\mathbf Q)$ be the average of $|F|^2$ over $\mathbf k$. Then

$$E=-\frac1V\sum_{\mathbf Q}\frac{4\pi P(\mathbf Q)}{Q^2}.\tag{1}$$

For $n=2$ there are 64 pairs. The eight pairs with $\mathbf k'=\mathbf k$ contain $\mathbf Q=0$, where normalization gives $P(0)=1$ and the term is infinite. On an infinite mesh, $V^{-1}\sum_{\mathbf Q}$ becomes $\int d^3Q/(2\pi)^3$, and the volume element $4\pi Q^2dQ$ cancels the divergence. The physical energy is finite; the sampling fails at one point.

Omitting that point gives $E_{\rm drop}=-0.379382$ hartree for $n=2$. The infinite-mesh value, computed below, is $E_\infty=-0.606866$ hartree. More than a third of the exchange energy is missing.

## First repair: subtract a function with the same singularity

The Gygi-Baldereschi (GB) idea is to subtract a function whose singularity matches and whose integral is known, then add the integral back. Take $e^{-\alpha Q^2}/Q^2$, with $\alpha>0$. Its integral is

$$\int\!\frac{d^3Q}{(2\pi)^3}\frac{4\pi e^{-\alpha Q^2}}{Q^2}
=\frac{(4\pi)^2}{8\pi^3}\int_0^\infty\! e^{-\alpha Q^2}dQ
=\frac2\pi\cdot\frac12\sqrt{\frac\pi\alpha}=\frac1{\sqrt{\pi\alpha}} .$$

The part of this integral that a sum without $\mathbf Q=0$ fails to collect is

$$\chi(\alpha)=\frac1{\sqrt{\pi\alpha}}-\frac{4\pi}{V}\sum_{\mathbf Q\ne0}\frac{e^{-\alpha Q^2}}{Q^2},
\qquad E_{\rm GB}=E_{\rm drop}-\chi(\alpha).\tag{2}$$

The sign is negative because exchange is negative and $E_{\rm drop}$ is not negative enough.

For $n=2$ and $\alpha=0.25$ bohr², the integral is 1.128379 hartree and the sum is 0.893756 hartree. Hence $\chi=0.234623$ hartree and

$$E_{\rm GB}=-0.379382-0.234623=-0.614005\ \text{hartree}.$$

The error has fallen from 227 to $-7.1$ millihartree.

The dependence of $\chi$ on $L$ and $\alpha$ follows from differentiation:

$$\frac{d\chi}{d\alpha}=-\frac1{2\sqrt\pi\,\alpha^{3/2}}+\frac{4\pi}{V}\sum_{\mathbf Q\ne0}e^{-\alpha Q^2}.$$

Poisson summation gives $V^{-1}\sum_{\mathbf Q}e^{-\alpha Q^2}=(4\pi\alpha)^{-3/2}\sum_{\mathbf L}e^{-|\mathbf L|^2/4\alpha}$, where the sum on the left includes $\mathbf Q=0$ and $\mathbf L$ runs over supercell translations. The $\mathbf L=0$ term, times $4\pi$, cancels the first term of the derivative. Removing $\mathbf Q=0$ leaves $-4\pi/V$. If $\sqrt\alpha\ll L$, the other terms are exponentially small, so

$$\chi(\alpha)\simeq\frac ML-\frac{4\pi\alpha}{V}.\tag{3}$$

The constant of integration must scale as $1/L$, because it has the dimension of inverse length and no other length remains. Evaluating the sum in (2) gives $M=2.837297$.

## Second repair: cut the interaction

The Spencer-Alavi (SA) repair keeps $1/r$ inside a sphere and sets it to zero outside. The sphere has the volume of the supercell:

$$R_c=\left(\frac{3V}{4\pi}\right)^{1/3}=0.6204\,L .$$

The transform of the cut interaction is

$$v_c(Q)=\int_0^{R_c}4\pi r^2\,\frac1r\,\frac{\sin Qr}{Qr}\,dr
=\frac{4\pi}{Q}\int_0^{R_c}\sin Qr\,dr
=\frac{4\pi(1-\cos QR_c)}{Q^2}.\tag{4}$$

Since $1-\cos x\simeq x^2/2$, it has the finite value $v_c(0)=2\pi R_c^2$. Nothing has to be omitted.

For $n=2$, $R_c=7.444$ bohr. The $\mathbf Q=0$ term contributes $-2\pi R_c^2/V=-348.2/1728=-0.2015$ hartree. The whole sum is $-0.609952$ hartree, an error of $-3.1$ millihartree.

## The algorithm on any mesh

1. For each pair $\mathbf k,\mathbf k'$, form $u_{\mathbf k}^*u_{\mathbf k'}$ on a real-space grid and obtain $F_{\mathbf k\mathbf k'}(\mathbf G)$ by fast Fourier transform.
2. Multiply $|F|^2$ by the kernel and add. For GB the kernel is $4\pi/Q^2$, with zero at $\mathbf Q=0$. For SA it is $v_c(Q)$, with $2\pi R_c^2$ at $\mathbf Q=0$.
3. Multiply the accumulated sum by $-1/(NV)$.
4. For GB, subtract $\chi(\alpha)$ once per cell. The sum in $\chi$ must extend until $e^{-\alpha Q^2}$ is negligible, which may be farther than the pair densities require.

With $N_b$ filled bands, the pair sum also runs over both band indices. At $\mathbf Q=0$, orthonormality gives $P(0)=\sum_{ij}\delta_{ij}=N_b$, so $N_b\chi$ is subtracted. The analysis below returns to one band.

## What the sum means in real space

Let $\gamma(\mathbf r,\mathbf r')=\sum_{\mathbf k}\psi_{\mathbf k}(\mathbf r)\psi^*_{\mathbf k}(\mathbf r')$ be the density matrix of one spin, and define

$$W_n(\mathbf u)=\int_{\rm cell}|\gamma(\mathbf r,\mathbf r+\mathbf u)|^2d^3r .$$

For an interaction $v$ with the supercell period, carrying out the two orbital sums first gives the energy per cell $-\int_VW_n(\mathbf u)v(\mathbf u)d^3u$. Carrying them out in reciprocal space gives $-V^{-1}\sum_{\mathbf Q}v(\mathbf Q)P(\mathbf Q)$. Both hold for any even $v$, so $P$ is the Fourier transform of $W_n$. In particular, $\int_VW_n=P(0)=1$.

On an infinite mesh $W_n$ becomes a localized function $W$, and

$$E_\infty=-\int\frac{W(\mathbf u)}u\,d^3u.\tag{5}$$

For this model the integral is easy. The Hamiltonian is a sum over axes and the filled band is a product of one-axis bands, so $W=w(u_x)w(u_y)w(u_z)$. Inserting $1/u=(2/\sqrt\pi)\int_0^\infty e^{-s^2u^2}ds$ turns (5) into a single integral over the cube of a one-dimensional integral. Numerical quadrature gives $E_\infty=-0.606866$ hartree, or $-16.514$ eV, per cell.

## Why the GB error is algebraic

Inversion and cubic symmetry give, at small $Q$,

$$P(\mathbf Q)=1-\frac12\sum_{ij}Q_iQ_j\langle u_iu_j\rangle+\dots=1-\lambda^2Q^2+\dots,\qquad \lambda^2=\tfrac12\langle u_x^2\rangle,\tag{6}$$

where averages are taken with $W$. The length $\lambda$ measures how far the exchange charge spreads. It also follows from the bands. A change $q$ of the wavevector along $x$ mixes state $m$ into the filled state with amplitude $q\langle m|p_x|0\rangle/(E_0-E_m)$, and the squared overlap loses the sum of the squared amplitudes. Thus $\lambda^2$ is the zone average of $\sum_{m\neq0}|\langle m|p_x|0\rangle|^2/(E_m-E_0)^2$, the quantum metric along one axis. Here $\lambda^2=0.9089$ bohr².

After subtraction, the function being summed is

$$\rho(\mathbf Q)=4\pi\frac{P(\mathbf Q)-e^{-\alpha Q^2}}{Q^2},\qquad \rho(0)=4\pi(\alpha-\lambda^2).$$

This limit is finite, but (2) omits it. Since

$$-\frac1V\sum_{\mathbf Q\ne0}\rho=-\frac1V\sum_{\mathbf Q}\rho+\frac{\rho(0)}V,$$

the omission contributes $4\pi(\alpha-\lambda^2)/V$ to the error. This is a $1/N$ law. Choosing $\alpha=\lambda^2$ removes it.

The complete sum still differs from the integral. Take $P$ at its infinite-mesh value; its change on a finite mesh is exponentially small in $L$ and is discussed in the next section. By Poisson summation the difference is then the potential of the charge $W$ minus a Gaussian, evaluated at all $\mathbf L\ne0$. The total charge is zero. Inversion removes the dipole and octupole, and cubic symmetry removes the quadrupole. To find the next multipole, write the potential of $W$ as $\langle e^{-\mathbf u\cdot\nabla}\rangle R^{-1}$. For a product distribution,

$$\langle e^{-\mathbf u\cdot\nabla}\rangle=\exp\left[\lambda^2\nabla^2+\frac{\kappa_4}{24}\sum_i\partial_i^4+\dots\right],\qquad \kappa_4=\langle u_x^4\rangle-3\langle u_x^2\rangle^2 .$$

Away from the origin $\nabla^2R^{-1}=0$. Successive derivatives are

$$\partial_x^2R^{-1}=-R^{-3}+3x^2R^{-5},\qquad \partial_x^3R^{-1}=9xR^{-5}-15x^3R^{-7},$$
$$\partial_x^4R^{-1}=9R^{-5}-90x^2R^{-7}+105x^4R^{-9}.$$

Adding the three axes gives $(105\sum_ix_i^4/R^4-63)/R^5$. Let $S_4$ be the sum of this expression over nonzero integer vectors. Exchange carries a minus sign, so

$$E_{\rm GB}-E_\infty=\frac{4\pi(\alpha-\lambda^2)}V-\frac{\kappa_4S_4}{24L^5}+\dots\tag{7}$$

Numerical summation gives $S_4=223.79$. With $\kappa_4=2.814$ bohr⁴, the second coefficient is $-26.24$ hartree bohr⁵.

Equation (7) assumes cubic symmetry, and its last coefficient also uses the product form of $W$. For a cubic $W$ that is not a product, $\kappa_4$ is replaced by $\langle u_x^4\rangle-3\langle u_x^2u_y^2\rangle$, because $\nabla^4R^{-1}=0$ ties the mixed derivatives to $\sum_i\partial_i^4$. In a less symmetric crystal $\lambda^2$ is replaced by a tensor, $\rho$ has a direction-dependent limit at $\mathbf Q=0$, and one number $\alpha$ cannot cancel it in every direction. The $1/N$ error can still be tuned away: on a cubic mesh the traceless part of the tensor sums to zero by symmetry, so $\alpha$ equal to one third of its trace removes the $1/V$ term, while on other meshes the required $\alpha$ also depends on the supercell shape.

## Why the SA error is exponential

The cut interaction turns the energy into

$$E_{\rm SA}=-\int_{u<R_c}\frac{W_n(\mathbf u)}u\,d^3u .$$

Its error is governed by the tails of the density matrix. Along one axis, $\gamma$ is an integral over $k$ of a band projector times a phase $e^{\pm iku}$. A gap lets the integration path move into the complex plane until the two lowest bands meet, here at $k=\pi/a+i\kappa$. This gives $\gamma\sim e^{-\kappa u}$ and $W\sim e^{-2\kappa u}$, apart from powers of $u$. Locating the meeting point by bisection gives $\kappa=0.430$ bohr⁻¹.

Three errors follow, with these exponential factors:

- The sphere misses the tail of $W$ beyond $R_c$: $e^{-2\kappa R_c}$.
- A finite mesh replaces $\gamma$ by a sum of copies displaced by $\mathbf L$. Squaring produces products of neighbouring tails, $e^{-\kappa u}e^{-\kappa(L-u)}=e^{-\kappa L}$.
- Because $R_c>L/2$, the sphere crosses the supercell faces and collects tails of neighbouring copies, at distances down to $L-R_c=0.38L$: $e^{-2\kappa(L-R_c)}$.

The third is the slowest, with a rate of 0.327 bohr⁻¹ in $L$. The second also affects GB, where it is eventually hidden by the powers in (7). In a metal there is no gap, and this argument for exponential decay is lost. It also needs $R_c$ to be shorter than the shortest supercell translation, as it is for a cube; in a strongly elongated or layered supercell the sphere can enclose a whole neighbouring copy, and the error is then of order $1/L$.

## The comparison

For $n=4$, $L=24$ bohr and $V=13824$ bohr³. The sum without $\mathbf Q=0$ is $-0.489486$ hartree. Equation (3) with $\alpha=0.25$ bohr² gives

$$\chi=\frac{2.837297}{24}-\frac{4\pi(0.25)}{13824}=0.118221-0.000227=0.117993\ \text{hartree},$$

where the last digit reflects unrounded terms. Hence $E_{\rm GB}=-0.607480$ hartree. With $\alpha=\lambda^2$, $\chi=0.117394$ and $E_{\rm GB}=-0.606881$ hartree. The truncated interaction, with $R_c=14.888$ bohr, gives $-0.606885$ hartree.

Errors relative to $E_\infty$, in microhartree per cell:

| $n$ | GB, $\alpha=0.25$ | GB, $\alpha=\lambda^2$ | SA |
|---:|---:|---:|---:|
| 2 | −7139 | −2347 | −3086 |
| 3 | −1278 | 142 | 6.9 |
| 4 | −613 | −14.4 | −18.8 |
| 5 | −307 | −0.31 | 0.28 |
| 6 | −178 | −0.49 | −0.17 |
| 8 | −75.0 | −0.104 | −0.0012 |
| 10 | −38.4 | −0.034 | −0.000007 |

Without any correction, the error at $n=10$ is still 47 millihartree, close to $M/L$.

From $n=5$ on, the errors for $\alpha=0.25$ bohr² follow the $1/N$ law closely: doubling $n$ from 5 to 10 divides the error by 8.0. At $n=10$, the error times $V/4\pi$ is $-0.6595$ bohr², against $\alpha-\lambda^2=-0.6589$ bohr². Extrapolating this law, an error of 1 microhartree needs $n\approx34$; SA is below that at $n=5$.

With $\alpha=\lambda^2$, the error times $L^5$ at $n=10$ is $-26.30$ hartree bohr⁵, close to the predicted $-26.24$. At $n=8$ the product is $-26.41$, also close, but meshes up to $n=6$ do not yet follow this law. Subtracting $-26.24/L^5$ from the errors at $n=4$, 5 and 6 leaves $-11.1$, $+0.77$ and $-0.06$ microhartree. These remainders alternate in sign and shrink by factors of about 14 and 13. Mesh wrapping would do the same: $e^{\kappa a}=13.2$, and the real part $\pi/a$ of the meeting point gives a phase $e^{i\pi L/a}=(-1)^n$. The match supports that explanation without isolating the term.

The SA errors are irregular too, and a straight-line fit of their logarithm for $n=2$ to 8 gives a decay rate of 0.40 bohr⁻¹, above the asymptotic 0.327. The powers of $L$ that multiply each exponential raise the apparent rate on meshes this small, so the fit cannot be read as an asymptotic rate. The tails collected across the faces always lower the energy, while the wrapping term alternates in sign; on odd meshes the two partly cancel, so the small error at $n=3$ is fortuitous. The three errors are not separated here, so these meshes show exponential decay but do not confirm which rate dominates.

SA is more accurate than GB with $\alpha=0.25$ bohr² on every mesh in the table, and for any fixed $\alpha\neq\lambda^2$ its exponential decay eventually beats the $1/N$ law. Against $\alpha=\lambda^2$ the ranking alternates on small meshes and settles only on larger ones: SA is worse at $n=2$ and 4, about 20 times more accurate at $n=3$, nearly equal at $n=5$, about 3 times more accurate at $n=6$, and about 90 times more accurate at $n=8$. The tuned GB form needs $\lambda^2$ from the bands, whereas SA needs the supercell volume.
